# Isotropy subgroups and Landau energy of perovskite octahedral tilts

## Problem

A cubic perovskite $ABX_3$ has space group $Pm\bar3m$. Put a $B$ atom at the origin and measure lengths in cubic cell edges, so that the $B$ atoms sit at integer vectors $n=(n_1,n_2,n_3)$. Each $B$ atom is the centre of an octahedron of $X$ atoms, which shares its corners with six neighbours. The octahedra turn as rigid units through small angles, described by axial vectors $\omega(n)$. Two patterns are considered:

$$\omega_i(n)=R_i(-1)^{n_1+n_2+n_3}+M_i(-1)^{n_j+n_k},\qquad i,j,k\ \text{all different}.$$

The three numbers $R_i$ are the order parameter of the irrep $R_4^+$, and the $M_i$ that of $M_3^+$. The isotropy subgroup of an order parameter is the set of operations of $Pm\bar3m$ that leave it unchanged.

(a) Find the isotropy subgroups for $R=(a,0,0)$, $(a,a,0)$ and $(a,a,a)$, and for all other directions of $R$.

(b) A tilt $M$ is added to $R$. Which combination gives $Pnma$, and what do other combinations give?

(c) The Landau energy to fourth order is

$$\begin{aligned}F={}&-\tfrac{\alpha}{2}|R|^2-\tfrac{\beta}{2}|M|^2+\tfrac u4|R|^4+\tfrac v4\sum_iR_i^4+\tfrac{u'}4|M|^4\\&+\tfrac{v'}4\sum_iM_i^4+\tfrac g2|R|^2|M|^2+\tfrac d2\sum_iR_i^2M_i^2 .\end{aligned}$$

Take the dimensionless values $\alpha=1$, $\beta=0.6$, $u=1$, $v=0.5$, $u'=1$, $v'=-0.2$, $g=0.2$, $d=2$, which describe no particular material. Which state does $R$ select alone? For $R=(a,a,0)$ with $M=(0,0,c)$, find the amplitudes, the energy and the smallest $d$ for which this state is locally stable.

## First estimate by scaling

Parts (a) and (b) are questions of yes or no, on which scaling has nothing to say. Part (c) can be estimated.

Ignore the anisotropies and the couplings. The energy $-\alpha|R|^2/2+u|R|^4/4$ is lowest at $|R|^2=\alpha/u$, with the value $-\alpha^2/(4u)$. The same holds for $M$. Hence

$$|R|^2\sim\frac{\alpha}{u}=1,\qquad |M|^2\sim\frac{\beta}{u'}=0.6,\qquad F\sim-\frac{\alpha^2}{4u}-\frac{\beta^2}{4u'}=-0.25-0.09=-0.34 .$$

Now ask what holds $R_3$ at zero. For $v>0$ the term $v\sum R_i^4$ is smallest, at fixed $|R|$, when $R$ is spread over all three components. It therefore drives $R_3$ away from zero with a strength of order $v|R|^2$. The term in $d$ resists with strength $d|M|^2$, since $M$ lies along axis 3. The term in $g$ does not depend on the direction of $R$ and takes no side. The two strengths balance at

$$d_{\min}\sim\frac{v|R|^2}{|M|^2}\sim\frac{v\,\alpha/u}{\beta/u'}=\frac{0.5}{0.6}=0.83 .$$

## Exact solution

### Why there are two patterns

The $X$ atom between $n$ and $n+e_j$ is displaced by $\omega(n)\times e_j/2$ as a corner of the first octahedron, and by $-\omega(n+e_j)\times e_j/2$ as a corner of the second. These must agree, so the components of $\omega$ perpendicular to $e_j$ change sign on a step along $e_j$. The component $\omega_i$ thus alternates along the two axes other than $i$, while its dependence on $n_i$ is free. If it alternates along $i$ too, we have the pattern $R$; if it is constant there, we have $M$.

### How operations act

The operation $\{W|t\}$ sends $x$ to $Wx+t$. Here $W$ is one of the 48 signed permutation matrices and $t$ is an integer vector. An axial vector is turned by $\det(W)\,W$, so the new pattern satisfies

$$\omega'(Wn+t)=\det(W)\,W\,\omega(n).$$

Write $m=Wn+t$. A signed permutation does not change the parity of the sum of the components, so $n_1+n_2+n_3$ has the parity of $(m_1+m_2+m_3)-(t_1+t_2+t_3)$. The sign in front of $R$ follows:

$$R'=(-1)^{t_1+t_2+t_3}\det(W)\,W R .$$

For $M$ the same argument applies to the two coordinates perpendicular to each tilt axis, because $W$ carries the axis and its perpendicular plane together:

$$M_i'=(-1)^{t_j+t_k}\,[\det(W)\,W M]_i .$$

For the inversion at the origin, $W=-1$ and $\det(W)\,W=+1$. Both order parameters are even, as their superscripts say. Inversion at an $A$ atom, at $(\tfrac12,\tfrac12,\tfrac12)$, has $t=(1,1,1)$ and reverses $R$ but not $M$. The superscript of the $R$ irrep therefore depends on which atom is placed at the origin.

Two simplifications follow. It suffices to examine proper rotations, since each one that survives brings its product with the inversion. And a mirror obeys the same condition on $t$ as the twofold rotation about its normal.

To read off a symbol, split $t$. For a mirror, the part of $t$ along the normal only displaces the plane, while the part in the plane makes a glide. For a twofold rotation, the part perpendicular to the axis displaces the axis, while the part along it makes a screw.

### The tilt R alone

A pure translation preserves $R$ if $t_1+t_2+t_3$ is even. This is a face-centred lattice of edge 2, with two formula units per primitive cell. A rotation that preserves $R$ as an axial vector needs an even $t$, and one that reverses it needs an odd $t$. Any other rotation is lost.

**$R=(a,0,0)$.** The four rotations about $x$ preserve $R$. The four twofold rotations perpendicular to $x$ reverse it. With the inversion this makes 16 point operations, $4/mmm$. Choose the cell

$$a'=(0,1,1),\quad b'=(0,-1,1),\quad c'=(2,0,0).$$

Its centre $(a'+b'+c')/2=(1,0,1)$ is an even vector, so the lattice is $I$. The fourfold rotation and the mirror normal to $c'$ need no translation: $4/m$. The mirror normal to $b'$ needs an odd $t$. Integer vectors along its normal are multiples of $(0,-1,1)$ and are even, so it cannot be a pure mirror; $t=c'/2=(1,0,0)$ makes it a $c$ glide. The mirror normal to $a'+b'=(0,0,2)$ can take $t=(0,0,1)$, which is odd and lies along the normal: $m$. The group is $I4/mcm$.

**$R=(a,a,0)$.** The identity and the twofold rotation about $[110]$ preserve $R$. The twofold rotations about $[001]$ and $[1\bar10]$ reverse it. There are 8 point operations, $mmm$. Choose

$$a'=(1,1,0),\quad b'=(0,0,2),\quad c'=(1,-1,0).$$

The centre is again $(1,0,1)$, so the lattice is $I$. The mirror normal to $a'$ needs an even $t$, and $t=0$ will do: $m$. The one normal to $b'$ can take $t=(0,0,1)$, along its normal: $m$. The one normal to $c'$ needs an odd $t$, but integer vectors along $[1\bar10]$ are even, so it is a glide. The odd vector $(1,0,0)=(a'+c')/2$ has the part $a'/2$ in the plane: $a$. The group is $Imma$.

**$R=(a,a,a)$.** The three rotations about $[111]$, identity included, preserve $R$, and the three twofold rotations perpendicular to $[111]$ reverse it. There are 12 point operations, $\bar3m$. With

$$a'=(-1,1,0),\quad b'=(0,-1,1),\quad c'=(2,2,2)$$

the vector $(2a'+b'+c')/3=(0,1,1)$ is even and belongs to the lattice, which is rhombohedral. The mirror normal to $[1\bar10]$ needs an odd $t$, which again cannot lie along the normal; $t=c'/2=(1,1,1)$ lies in the plane and gives a $c$ glide. The group is $R\bar3c$.

**The other directions.** The matrices $\det(W)\,W$ are the 24 proper rotations, and the parity of $t$ adds a free sign. Together they are all 48 signed permutations. Any $R$ can thus be given non-negative components in any order, and besides the three types above there remain three:

- $(a,b,0)$: only the twofold rotation about $z$ survives beside the identity, with odd $t$. Its mirror can take $t=(0,0,1)$ and is pure: $C2/m$.
- $(a,a,b)$: only the rotation about $[1\bar10]$ survives, with odd $t$. Its mirror must be a glide, as before: $C2/c$.
- $(a,b,c)$: only the inversion survives: $P\bar1$.

The number of domain states equals the index of the subgroup. If $N$ of the 48 point operations survive and the primitive cell holds $Z$ formula units, the index is $48Z/N$. With $Z=2$ this gives $96/16=6$ domains for $I4/mcm$, $96/8=12$ for $Imma$ and $96/12=8$ for $R\bar3c$.

### Adding M

An operation must now satisfy both rules. Take $R=(a,a,0)$ and $M=(0,0,c)$, so that the in-phase tilt is about the axis that has no $R$ tilt. Pure translations need $t_1+t_2+t_3$ and $t_1+t_2$ both even, hence $t_3$ even. The primitive cell has four formula units, and the vectors $a',b',c'$ of $Imma$ now span a primitive cell. For the three twofold rotations:

- About $[110]$: $R$ is kept and $M$ reversed. The sum is even and $t_1+t_2$ odd, so $t_3$ is odd.
- About $[001]$: $R$ is reversed and $M$ kept. The sum is odd and $t_1+t_2$ even, so $t_3$ is odd.
- About $[1\bar10]$: both are reversed. The sum and $t_1+t_2$ are odd, so $t_3$ is even.

The corresponding mirrors are found from one allowed $t$ each. Normal to $a'$, $t=(1,0,1)=(a'+b'+c')/2$ has the in-plane part $(b'+c')/2$: $n$. Normal to $b'$, $t=(0,0,1)=b'/2$ lies along the normal: $m$. Normal to $c'$, $t=(1,0,0)=(a'+c')/2$ has the in-plane part $a'/2$: $a$. The group is $Pnma$, with $48\cdot4/8=24$ domains.

The axis of $M$ matters, and so does the direction of $R$. Up to symmetry there are 14 types of combination with both tilts nonzero, and only the one above gives $Pnma$. Three examples of the others:

- $(a,0,0)+(0,0,c)$. The twofold rotations about $x$, $y$, $z$ survive, and the primitive translations are as for $Pnma$. In the cell $(0,2,0)$, $(-2,0,0)$, $(0,0,2)$ the face spanned by the first two vectors is centred by $(-1,1,0)$: $C$. The mirrors normal to $y$, $x$, $z$ can take $t=(0,1,0)$, $(1,0,1)$, $(0,0,1)$ and are $m$, $c$, $m$. The group is $Cmcm$.
- $(a,a,0)+(c,0,0)$. The rotations about $[110]$ and $[1\bar10]$ exchange $M_1$ and $M_2$ and are lost. The one about $z$ reverses both tilts and needs an odd sum with $t_2+t_3$ odd. Its mirror can take $t=(0,0,1)$ and is pure. Translations have $t_1$ and $t_2+t_3$ even, which is a centred lattice. The group is $C2/m$.
- $(a,a,a)+(0,0,c)$. The threefold axis is lost. The rotation about $[1\bar10]$ needs $t_1+t_2$ odd and $t_3$ even. With $t=(1,0,0)=\tfrac12(1,-1,0)+\tfrac12(1,1,0)$ it is a screw, and its mirror is a glide. The group is $P2_1/c$. In this case and the previous one the equal components are not enforced by symmetry: the same groups hold for $(a,a,b)+(0,0,c)$ and for $(a,b,0)+(c,0,0)$.

The numerical check finds each of these groups from the atomic displacements, from the two rules above and from the standard generators of the space group, and the three agree.

### Why the energy has this form

The translation $(1,1,1)$ reverses $R$ and keeps $M$, so $R$ enters with even total degree. The translation $e_1$ then requires the combined degree in $M_2$ and $M_3$ to be even, and likewise for the other axes; the degrees of $M_1,M_2,M_3$ have equal parity. At third order this leaves $M_1M_2M_3$, which a fourfold rotation about $z$ reverses, since it sends $(M_1,M_2)$ to $(-M_2,M_1)$. There is no cubic term.

At fourth order the $M_i$ enter as squares, because three odd degrees would leave an odd degree for $R$. The twofold rotations about the cubic axes then exclude products such as $R_1R_2$ times squares. What remains is built from the squares $R_i^2$ and $M_i^2$, and must be unchanged when the axes are permuted. That allows two terms in $R$, two in $M$ and two mixed ones, the six in $F$.

### R alone

Let $R=\sqrt X\,\hat n$ and $s=\sum\hat n_i^4$. Then $F=-\alpha X/2+(u+vs)X^2/4$. Setting the derivative to zero gives $X=\alpha/(u+vs)$, and

$$F=-\frac{\alpha^2}{4(u+vs)},\qquad s=1,\ \tfrac12,\ \tfrac13$$

for the three directions. The energies are $-1/6=-0.167$ for $I4/mcm$, $-1/5=-0.200$ for $Imma$ and $-0.214$ for $R\bar3c$. With $v>0$ the smallest $s$ wins, and $R$ alone selects $R\bar3c$.

$Imma$ is not selected for negative $v$ either. The terms of $F$ in $R_3^2$ are $\tfrac12(-\alpha+uX)R_3^2$. With $\alpha=(u+v/2)X$, the curvature towards $R_3$ is $-vX/2$. Within the plane, turn $R$ by the angle $\theta$ from axis 1:

$$\frac v4X^2(\cos^4\theta+\sin^4\theta)=\frac{v}{16}X^2(3+\cos4\theta).$$

The second derivative at $\theta=45^\circ$ is $vX^2$. Division by $X$, since the displacement is $\sqrt X\,d\theta$, gives the curvature $vX$. The two curvatures have opposite signs, so $Imma$ is a saddle for either sign of $v$. Symmetry permits this phase, but the fourth-order energy of $R$ alone does not stabilize it. Higher orders are outside this model.

### Both tilts

Put $R_1^2=R_2^2=X/2$, $R_3=0$, $M_3^2=Y$. The term in $d$ vanishes, because $R$ and $M$ share no axis:

$$F=-\frac{\alpha X+\beta Y}{2}+\frac{(u+v/2)X^2}{4}+\frac{(u'+v')Y^2}{4}+\frac{gXY}{2}.$$

The derivatives with respect to $X$ and $Y$, multiplied by 2, give

$$(u+\tfrac v2)X+gY=\alpha,\qquad gX+(u'+v')Y=\beta .$$

With the numbers, $1.25X+0.2Y=1$ and $0.2X+0.8Y=0.6$. The determinant is $1-0.04=0.96$, and

$$X=\frac{0.8-0.12}{0.96}=0.708,\qquad Y=\frac{0.75-0.20}{0.96}=0.573 .$$

So $R_1=R_2=\sqrt{X/2}=0.595$ and $M_3=\sqrt Y=0.757$. At a stationary point the quadratic part in $X,Y$ is minus half the linear part, so

$$F=-\frac{\alpha X+\beta Y}{4}=-\frac{0.708+0.344}{4}=-0.263 .$$

For $Cmcm$ the coefficient $u+v/2$ becomes $u+v=1.5$, which gives $X=0.586$, $Y=0.603$ and $F=-0.237$. To compare all states, note that $F$ is a quadratic function of the six squares. At its minimum the nonzero squares solve linear equations, so one can go through every choice of nonzero squares. The numerical check does this and finds the lowest energy $-0.263$, that of $Pnma$.

The curvature towards $R_3$ now includes both couplings. Using the first stationarity condition, $-\alpha+uX=-vX/2-gY$, we get

$$-\alpha+uX+(g+d)Y=dY-\frac{vX}{2}.$$

The explicit $g$ has cancelled. For $d=2$ the curvature is $1.146-0.177=0.969$; for $d=0$ it is $-0.177$, and the state is unstable. The other directions are safe here: the in-plane curvature is $vX>0$, that towards $M_1$ or $M_2$ is $-v'Y+dX/2>0$ for $v'<0$ and $d\ge0$, and the amplitudes are stable because the determinant is positive. The condition for local stability is thus

$$d>d_{\min}=\frac{vX}{2Y}=\frac{0.5\times0.708}{2\times0.573}=0.309 .$$

This is how, in this model, $Pnma$ can be stable although $Imma$ is not: $M_3$ makes $R_3$ costly, and $v>0$ keeps $R_1$ and $R_2$ equal. The model contains tilts only. It leaves out strain and the displacements of the $A$ atoms, which symmetry allows in $Pnma$ and $Imma$ but not in $R\bar3c$, and which can couple through terms linear in each of $R$, $M$ and the displacement. It therefore does not identify the cause of $Pnma$ in a real perovskite. The value 0.309 was derived for small deviations. For the present parameters, minimization over all six components gives $Pnma$ as the lowest state already at $d=0.315$, and at $d=0.30$ it gives $(a,a,b)+(0,0,c)$ with $b\approx0.10$, so here the local and global thresholds agree to about 0.01.

## Comparison

| Quantity | Scaling | Exact in the model |
|---|---|---|
| $\lvert R\rvert^2$ | 1 | 0.708 |
| $\lvert M\rvert^2$ | 0.6 | 0.573 |
| $F$ | −0.34 | −0.263 |
| $d_{\min}$ | 0.83 | 0.309 |

Relative to the exact values, the estimate of $|R|^2$ is 41% too large. The anisotropy alone reduces it from 1 to $1/1.25=0.8$, and the repulsion $g$ takes it to 0.708. The good estimate of $|M|^2$, 5% too large, rests on a cancellation: $v'<0$ raises it from 0.6 to $0.6/0.8=0.75$, and $g$ lowers it to 0.573. The energy is 29% too large in magnitude.

The threshold is too large by a factor 2.7. Scaling found the right combination $v|R|^2/|M|^2$ but not the factor $\tfrac12$, which accounts for a factor 2. The rest comes from the ratio $|R|^2/|M|^2$, which is 1.24 and not 1.67.

The estimate also fails in one limit. It lets $d_{\min}$ diverge as $\beta\to0$. In the exact solution $Y$ is proportional to $\beta(u+v/2)-g\alpha$, so it vanishes, and $d_{\min}$ diverges, already at $\beta=0.2/1.25=0.16$. Below that value the repulsion from $R$ suppresses $M$ in this state, and there is no $Pnma$ solution to stabilize.

## Computed values

```
Parent operations modulo the 2x2x2 cell: 384
Distinct matrices acting on R: 48
Z = formula units per primitive cell; cell and origin in cubic edges
R(a,0,0): I4/mcm, point ops 16, Z 2, domains 6
   cell (0,1,1) (0,-1,1) (2,0,0) origin (0,0,0)
R(a,a,0): Imma, point ops 8, Z 2, domains 12
   cell (1,1,0) (0,0,2) (1,-1,0) origin (0,0,0)
R(a,a,a): R-3c, point ops 12, Z 2, domains 8
   cell (-1,1,0) (0,-1,1) (2,2,2) origin (0,0,0)
R(a,b,0): C2/m, point ops 4, Z 2, domains 24
   cell (2,0,0) (0,0,2) (-1,-1,0) origin (0.5,0,0.5)
R(a,a,b): C2/c, point ops 4, Z 2, domains 24
   cell (1,1,2) (-1,1,0) (0,0,2) origin (0,0,0)
R(a,b,c): P-1, point ops 2, Z 2, domains 48
   cell (0,1,1) (1,0,1) (1,1,0) origin (0,0,0)
M(0,0,c): P4/mbm, point ops 16, Z 2, domains 6
   cell (1,1,0) (-1,1,0) (0,0,1) origin (0,0,0)
R(a,a,0)+M(0,0,c): Pnma, point ops 8, Z 4, domains 24
   cell (1,1,0) (0,0,2) (1,-1,0) origin (0,0,0)
R(a,0,0)+M(0,0,c): Cmcm, point ops 8, Z 4, domains 24
   cell (0,2,0) (-2,0,0) (0,0,2) origin (0.5,0.5,0)
R(a,a,0)+M(c,0,0): C2/m, point ops 4, Z 4, domains 48
   cell (0,2,0) (0,0,2) (2,0,0) origin (0,0.5,0.5)
R(a,a,a)+M(0,0,c): P2_1/c, point ops 4, Z 4, domains 48
   cell (0,0,2) (1,-1,0) (1,1,0) origin (0,0,0)
Invariants of degree 2, 3, 4: 2 0 6
Model (dimensionless; u2,v2 are u',v'):
   alpha=1 beta=0.6 u=1 v=0.5 u2=1 v2=-0.2 g=0.2 d=2
R alone, I4/mcm: energy -0.16667
R alone, Imma: energy -0.20000
R alone, R-3c: energy -0.21429
Imma, v=0.5: |R|^2 0.8000, curvature out -0.2000, in 0.4000
Imma, v=-0.5: |R|^2 1.3333, curvature out 0.3333, in -0.6667
M alone, P4/mbm: energy -0.11250
Cmcm: |R|^2 0.5862, |M|^2 0.6034, energy -0.23707
Pnma: |R|^2 0.7083, |M|^2 0.5729, energy -0.26302
Pnma: R_1 = R_2 = 0.5951, M_3 = 0.7569
Global minimum: free search -0.26302, enumeration -0.26302
Pnma, d=2: curvature towards R_3 0.9688
Pnma, d=0: curvature towards R_3 -0.1771
Smallest d for local stability of Pnma: 0.3091
```
